# Kramers friction and the recrossing correction to an atomic hopping rate

## Question

An atom of mass $m$ hops from a well on the left, over a barrier of height $E$, to a well on the right. Its motion along the hopping coordinate $x$ is classical:

$$m\ddot x=-V'(x)-m\gamma\dot x+R(t),\qquad \langle R(t)R(t')\rangle=2m\gamma kT\,\delta(t-t').$$

Here $k$ with no subscript, next to $T$, is Boltzmann's constant, and $\gamma$ is the damping rate of the velocity. The barrier top is at $x=0$, where $V\simeq E-\tfrac12 m\omega_b^2x^2$; $\omega_b$ is an angular frequency. The left well is harmonic near its bottom, with angular frequency $\omega_0$ and $V=0$ at the minimum. Take $E\gg kT$, and assume that an atom leaving the barrier region thermalises in the well it enters. Rates are for hops in one direction.

## Part (a)

**Find the rate $k_{\rm TST}$ obtained by counting every left-to-right crossing of $x=0$ in equilibrium as a hop.**

**Answer.** The rate is the one-way equilibrium flux at the top divided by the population of the left well. The velocity distribution is Gaussian with variance $s^2=kT/m$, so

$$\int_0^\infty v\,\frac{e^{-v^2/2s^2}}{\sqrt{2\pi}\,s}\,dv=\frac{s}{\sqrt{2\pi}}=\sqrt{\frac{kT}{2\pi m}} .$$

The density at the top is proportional to $e^{-E/kT}$. With the same constant of proportionality, the well population is

$$\int e^{-m\omega_0^2y^2/2kT}dy=\sqrt{\frac{2\pi kT}{m\omega_0^2}},$$

where $y$ is the displacement from the minimum. The limits may be taken to infinity because $E\gg kT$. Dividing,

$$k_{\rm TST}=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega_0^2}{2\pi kT}}\;e^{-E/kT}=\frac{\omega_0}{2\pi}e^{-E/kT}.$$

Friction does not appear, because it changes neither the equilibrium density nor the velocity distribution.

## Part (b)

**An atom may cross the top and come back. Express the true rate through the late-time fate of atoms that start at the top.**

**Answer.** Let $\theta$ be the unit step function. Of the atoms on the left at time 0, the fraction on the right at time $t$ is

$$P(t)=\frac{\langle\theta(-x(0))\,\theta(x(t))\rangle}{\langle\theta(-x(0))\rangle}.$$

Equilibrium averages do not change when all times are shifted by $-t$, so the numerator equals $\langle\theta(-x(-t))\,\theta(x(0))\rangle$. Now differentiate. Since $\frac{d}{dt}x(-t)=-v(-t)$,

$$\frac{d}{dt}\theta(-x(-t))=\delta(x(-t))\,v(-t).$$

Shifting the times back by $+t$ gives

$$\frac{dP}{dt}=\frac{\langle\delta(x(0))\,v(0)\,\theta(x(t))\rangle}{\langle\theta(-x(0))\rangle}.$$

As $t\to0^+$, $\theta(x(t))$ becomes $\theta(v(0))$, and this is the transition-state rate. The hopping rate $k_{\rm hop}$ is the value reached once the fate of the atoms is settled, but long before $1/k_{\rm hop}$. Hence $k_{\rm hop}=\kappa\,k_{\rm TST}$ with

$$\kappa=\frac{\langle v_0\,\theta(x_{\rm late})\rangle}{\langle v_0\,\theta(v_0)\rangle},$$

where the atoms start at $x=0$ with thermal velocities $v_0$ of both signs.

## Part (c)

**Find a single random number whose sign decides the fate of an atom started at the top.**

**Answer.** Write $\xi=R/m$, so that $\langle\xi(t)\xi(t')\rangle=(2\gamma kT/m)\,\delta(t-t')$. Near the top,

$$\dot x=v,\qquad \dot v=\omega_b^2x-\gamma v+\xi .$$

Without noise, a solution $e^{\lambda t}$ requires $\lambda^2+\gamma\lambda-\omega_b^2=0$. Let $\lambda$ be the positive root,

$$\lambda=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2,\qquad\text{so that}\qquad \omega_b^2=\lambda(\lambda+\gamma).$$

Define $u=v+(\lambda+\gamma)x$ and $w=v-\lambda x$. Then

$$\dot u=\omega_b^2x-\gamma v+\xi+(\lambda+\gamma)v=\lambda v+\lambda(\lambda+\gamma)x+\xi=\lambda u+\xi,$$

$$\dot w=\omega_b^2x-\gamma v+\xi-\lambda v=-(\lambda+\gamma)(v-\lambda x)+\xi=-(\lambda+\gamma)w+\xi .$$

The variable $w$ is damped and keeps a bounded variance, while $u$ grows. Since $u(0)=v_0$,

$$u(t)e^{-\lambda t}=v_0+\int_0^te^{-\lambda t'}\xi(t')\,dt'\;\longrightarrow\;U=v_0+N .$$

Subtracting the definitions gives $x=(u-w)/(2\lambda+\gamma)$, so at late times $x$ has the sign of $U$. The noise term $N$ is Gaussian with zero mean. It is independent of $v_0$, because it contains only forces acting after the start. Its variance is

$$\sigma_N^2=\frac{2\gamma kT}{m}\int_0^\infty e^{-2\lambda t'}dt'=\frac{\gamma kT}{m\lambda}=s^2\frac{\gamma}{\lambda}.$$

## Part (d)

**Calculate $\kappa$ for any $\gamma$.**

**Answer.** Hold $N$ fixed first. The atom ends on the right if $v_0>-N$, so

$$\int_{-N}^{\infty}v\,\frac{e^{-v^2/2s^2}}{\sqrt{2\pi}\,s}\,dv=\frac{s}{\sqrt{2\pi}}\,e^{-N^2/2s^2}.$$

Averaging over $N$ is a Gaussian integral:

$$\left\langle e^{-N^2/2s^2}\right\rangle=\frac{1}{\sqrt{2\pi}\,\sigma_N}\int_{-\infty}^{\infty}\exp\!\left[-\frac{N^2}{2}\left(\frac1{\sigma_N^2}+\frac1{s^2}\right)\right]dN=\frac{1}{\sqrt{1+\sigma_N^2/s^2}} .$$

The denominator of $\kappa$ is $s/\sqrt{2\pi}$ from part (a). Therefore

$$\kappa=\frac1{\sqrt{1+\gamma/\lambda}}=\sqrt{\frac{\lambda}{\lambda+\gamma}}=\sqrt{\frac{\lambda^2}{\lambda(\lambda+\gamma)}}=\frac{\lambda}{\omega_b},$$

$$\boxed{\kappa=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}} .$$

## Part (e)

**Set $\gamma=\omega_b$. Find $\kappa$, and the flux-weighted fraction $q$ of forward starters that end on the left.**

**Answer.** With $\lambda=\kappa\omega_b$, the quadratic for $\lambda$ becomes $\kappa^2+\kappa-1=0$. Its positive root is

$$\kappa=\frac{\sqrt5-1}{2}=0.618 .$$

To connect this with recrossing, let $F=\langle v_0\theta(v_0)\rangle$. Forward starters that end on the right contribute $F(1-q)$ to the numerator of $\kappa$. Backward starters that end on the right contribute with negative $v_0$. The distributions are unchanged under $(v_0,N)\to(-v_0,-N)$, so this contribution is $-Fq$. Hence

$$\kappa=(1-q)-q=1-2q,\qquad q=\frac{1-0.618}{2}=0.191 .$$

If no atom returned, $q$ would be zero and the transition-state rate would hold. The whole reduction is therefore due to recrossing.

A simulation of 40,000 flux-weighted forward starters gave $q=0.190$ and $\kappa=0.620\pm0.004$ (one standard error). In it a fraction 0.258 returned at least once, but 0.068 returned and still ended on the right. The fraction that ever returns is thus not the one that fixes the rate.

The value depends on the meaning of $\gamma$. If the drag force were written $-2m\gamma\dot x$, the damping rate would be $2\omega_b$ when $\gamma=\omega_b$, and $\kappa$ would be $\sqrt2-1=0.414$.

## Part (f)

**Discuss weak and strong friction. Estimate when the formula fails for the potential $V=\tfrac E2[1-\cos(2\pi y/a)]$, with $y$ measured from a minimum.**

**Answer.** For $\gamma\ll\omega_b$, expansion gives $\kappa\simeq1-\gamma/2\omega_b$. For strong friction, multiply and divide by the sum of the two terms:

$$\kappa=\frac{1}{\sqrt{1+(\gamma/2\omega_b)^2}+\gamma/2\omega_b}\;\longrightarrow\;\frac{\omega_b}{\gamma}.$$

The weak-friction limit cannot hold down to $\gamma=0$ in a real well. Without friction and noise the energy of an atom is conserved, and an atom with less energy than $E$ never hops. Thermalisation requires the energy $\Delta$ lost in crossing a well to be well above $kT$. For weak damping, $\Delta$ follows from the undamped path at energy $E$. There

$$E-V=\frac E2\left(1+\cos\frac{2\pi y}{a}\right)=E\cos^2\frac{\pi y}{a},\qquad v=\sqrt{\frac{2E}{m}}\cos\frac{\pi y}{a},$$

$$\Delta=m\gamma\int_{-a/2}^{a/2}v\,dy=m\gamma\sqrt{\frac{2E}{m}}\,\frac{2a}{\pi}.$$

The curvature at the top has magnitude $\tfrac E2(2\pi/a)^2=m\omega_b^2$, and the same holds at the bottom, so

$$\omega_0=\omega_b=\frac{2\pi}{a}\sqrt{\frac{E}{2m}},\qquad a=\frac{2\pi}{\omega_b}\sqrt{\frac{E}{2m}},\qquad \Delta=\frac{4\gamma}{\omega_b}E .$$

The condition $\Delta\gg kT$ thus reads $\gamma/\omega_b\gg kT/4E$. For $\gamma=0.05\,\omega_b$ and $E=8kT$ one has $\Delta=1.6\,kT$, which is too small. For the cosine repeated without end, a numerical solution of the full phase-space equation gives a total rate of leaving a well, over both of its barriers, of 0.50 of the corresponding classical transition-state rate of the cosine itself (about 4 per cent below the harmonic value at this barrier), while the formula gives 0.975. At such weak damping the number depends on what lies beyond the neighbouring well: for two wells closed by reflecting walls at the outer barrier tops it is about 0.58. In the periodic potential many atoms fly over several wells before they settle, so the diffusion constant is not halved; with the harmonic $k_{\rm TST}$ of part (a) it is about $2.1\,a^2k_{\rm TST}$, where independent single hops at the transition-state rate would give $a^2k_{\rm TST}$. At $\gamma=\omega_b$ the estimate gives $\Delta=4E$. That is more than the atom has, so the undamped path is no longer meaningful, but damping within one crossing is clearly strong.

## Part (g)

**A gold atom hops into a neighbouring vacancy in a hot interconnect. Use the cosine path with $E=0.80$ eV, $a=0.288$ nm, $m=197$ u and $T=500$ K, and set $\gamma=\omega_b$. Find the rates with and without recrossing.**

**Answer.** The curvature formula gives

$$\omega_b=\frac{2\pi}{0.288\ \text{nm}}\sqrt{\frac{0.80\ \text{eV}}{2\times197\ \text{u}}}=9.66\ \text{ps}^{-1},\qquad \frac{\omega_0}{2\pi}=1.54\ \text{THz}.$$

With $kT=0.0431$ eV, $E/kT=18.57$, and

$$k_{\rm TST}=1.537\times10^{12}\,e^{-18.567}\ \text{s}^{-1}=1.33\times10^4\ \text{s}^{-1},$$

$$k_{\rm hop}=0.618\times1.33\times10^4\ \text{s}^{-1}=8.2\times10^3\ \text{s}^{-1}.$$

At this temperature recrossing acts like a barrier rise of $-kT\ln\kappa=0.021$ eV. At 400 K, with the barrier and friction held fixed, the rates are 128 and 79 s$^{-1}$. The factor $\kappa$ is the same, while the Boltzmann factor lowers both rates about a hundredfold.

The time-dependent flux ratio of part (b) is 0.759 after 0.10 ps, 0.664 after 0.21 ps and 0.619 after 0.52 ps. Recrossing is thus settled within about half a picosecond, far sooner than the waiting time $1/k_{\rm hop}\approx0.1$ ms of a given atom, or the roughly 0.01 ms after which one of the vacancy's twelve neighbours fills it.

The finite barrier matters little. For the full cosine potential at this $E/kT$, the phase-space solution gives 0.616 of the classical transition-state rate of the same potential. That reference rate is itself 1.4 per cent below the harmonic one: the cosine well lies below its parabola and so holds a larger population.

## Part (h)

**Lattice forces have a memory. Replace the friction by $-m\int_{-\infty}^{t}\frac{\gamma}{\tau}e^{-(t-t')/\tau}v(t')\,dt'$, with noise in thermal balance. Find the new $\kappa$ for the gold example with $\tau=\hbar/k\theta_D$ and a rough Debye temperature $\theta_D=165$ K.**

**Answer.** Let $z$ be the sum of friction and noise, per unit mass:

$$\dot v=\omega_b^2x+z,\qquad \dot z=-\frac z\tau-\frac{\gamma}{\tau}v+\eta,\qquad \langle\eta(t)\eta(t')\rangle=\frac{2\gamma kT}{m\tau^2}\delta(t-t').$$

In equilibrium $z$ is independent of $x$ and $v$, with variance $\gamma kT/(m\tau)$. This makes $\frac{d}{dt}\langle z^2\rangle$ and $\frac{d}{dt}\langle vz\rangle=\langle z^2\rangle-\frac\gamma\tau\langle v^2\rangle$ vanish.

Seek $u=v+bx+cz$ with $\dot u=\lambda u+c\eta$. Matching the coefficients of $x$, $z$ and $v$ gives

$$\omega_b^2=\lambda b,\qquad 1-\frac c\tau=\lambda c,\qquad b-\frac{c\gamma}{\tau}=\lambda .$$

The second equation gives $c=\tau/(1+\lambda\tau)$. Inserting $b$ and $c$ in the third and multiplying by $\lambda$,

$$\lambda^2+\frac{\lambda\gamma}{1+\lambda\tau}=\omega_b^2 .$$

Cleared of its denominator, this is a cubic whose roots have sum $-1/\tau$ and product $\omega_b^2/\tau$. Given a positive root $\lambda$, the other two have negative sum and positive product, so they describe decaying motion. On the growing solution $v=\lambda x$ and $z=-\gamma\lambda x/(1+\lambda\tau)$, so $u=v+bx+cz=\left[2\lambda+\gamma/(1+\lambda\tau)^2\right]x$. The bracket is positive, so at late times $x$ has the sign of $u$, and the sign of $U=v_0+N$ again decides the fate. Now $N$ contains both $cz(0)$ and the later noise:

$$\sigma_N^2=c^2\left[\frac{\gamma kT}{m\tau}+\frac{2\gamma kT}{m\tau^2}\frac1{2\lambda}\right]=\frac{kT}{m}\,\frac{\gamma}{\lambda(1+\lambda\tau)} .$$

The average of part (d) and the equation for $\lambda$ then give

$$\kappa=\left[1+\frac{\gamma}{\lambda(1+\lambda\tau)}\right]^{-1/2}=\left[\frac{\omega_b^2}{\lambda^2}\right]^{-1/2}=\frac{\lambda}{\omega_b}.$$

Here $\tau=0.0463$ ps and $\omega_b\tau=0.447$. For $\gamma=\omega_b$ one must solve

$$\kappa^2+\frac{\kappa}{1+0.447\,\kappa}=1,\qquad \kappa=0.688 .$$

This is 11 per cent above the memoryless value. The size depends on the rough choice of $\tau$: halving or doubling it gives $\kappa=0.655$ or $0.744$. It also depends on the shape of the memory: a friction spectrum cut off sharply at $1/\tau$ replaces $\gamma/(1+\lambda\tau)$ by $(2\gamma/\pi)\arctan(1/\lambda\tau)$ and gives $\kappa=0.673$. The growing motion feels the reduced friction $\gamma/(1+\lambda\tau)$, because the friction responds to earlier velocities, which were smaller: for $v\propto e^{\lambda t}$ the memory integral equals $\gamma v/(1+\lambda\tau)$.

**The model and real gold.** The barrier, hop length and Debye temperature are rough typical values. The friction is set by the question and is not a measured property of gold. The temperature of 500 K suits an accelerated test; 400 K is nearer to hot operation. Of the corrections estimated here, memory is the largest, so 0.618 should not be read as a prediction for gold. The absolute rates are far less certain than $\kappa$: a change of 0.05 eV in the barrier changes them threefold at 500 K, whereas the memory effect amounts to about 0.005 eV, and the attempt frequency of the cosine, 1.54 THz, is less than half the Debye frequency of 3.4 THz. Tunnelling and zero-point motion together raise the rate by about 0.2 per cent at 500 K. For an effective charge number of magnitude 5, a resistivity of 4 µΩ cm and a current density of 1 MA/cm², the electromigration force does work of $2.9\times10^{-7}$ eV over half a hop. This is $7\times10^{-6}\,kT$, so it biases the hop directions slightly without noticeably changing the barrier. The motion of neighbouring atoms beyond this friction model, and any change of the barrier with temperature, are not estimated. The rate also presupposes that a vacancy is present; bulk diffusion pays the vacancy formation energy as well, and mass transport in real polycrystalline lines runs largely along grain boundaries and interfaces, which this single bulk hop does not describe.

## Calculated quantities

```
kappa at gamma = omega_b, formula: 0.618034
kappa at gamma = 2 omega_b, formula: 0.414214
kappa from finite-time flux, omega_b t = 40: 0.61803
kappa from 40000 trajectories: 0.6201 +- 0.0039
fraction ending behind, formula (1-kappa)/2: 0.1910
fraction ending behind, trajectories: 0.1899
fraction returning at least once, trajectories: 0.258
fraction returning but ending forward: 0.068
Gold example, rough typical inputs
barrier: 0.80 eV; hop length: 0.288 nm
mass: 197 u; temperature: 500 K
thermal energy: 0.04309 eV; E/kT: 18.567
omega_b = omega_0 = gamma: 9.656 1/ps
attempt frequency omega_0/2pi: 1.537 THz
velocity damping time 1/gamma: 0.1036 ps
flux coefficient at 0.104 ps (omega_b t = 1): 0.7593
flux coefficient at 0.207 ps (omega_b t = 2): 0.6637
flux coefficient at 0.518 ps (omega_b t = 5): 0.6192
harmonic transition-state rate, 500 K: 1.3274e+04 1/s
rate with friction, 500 K: 8.2036e+03 1/s
equivalent barrier rise: 0.0207 eV
transition-state rate, 400 K: 127.96 1/s
rate with friction, 400 K: 79.08 1/s
Full cosine potential at the example's E/kT
gamma/omega_b = 0.5: rate/TST = 0.7801, formula 0.7808
gamma/omega_b = 1.0: rate/TST = 0.6163, formula 0.6180
gamma/omega_b = 2.0: rate/TST = 0.4113, formula 0.4142
weak friction test: gamma/omega_b = 0.05, E/kT = 8
energy loss per well crossing there: 1.60 kT
rate/TST there: 0.503, formula 0.975
Sizes of neglected effects in the gold example
anharmonic well, exact/harmonic TST: 0.9858
finite barrier, full/formula kappa: 0.9972
quantum/classical rate: 1.00178
energy loss estimate per well crossing: 74.3 kT
rough Debye temperature: 165 K; memory time: 0.0463 ps
kappa with friction memory: 0.6882
change of rate from memory: 11.4 percent
bias inputs: charge number 5, 4 microohm cm, 1 MA/cm2
electromigration work to barrier top: 2.88e-07 eV
that work over kT: 6.68e-06
```
